# Debugging a numerical check: Dyall's modified Dirac equation from the pseudo-large component

```python
"""
Result under test: the Dirac equation with small component
    psi_S = sigma.p phi / (2c)
is equivalent to the modified Dirac equation
    V psi_L + T phi                = E psi_L
    T psi_L + (W/(4c^2) - T) phi   = E T/(2c^2) phi
with T = p^2/2 and W = sigma.p V sigma.p.
Atomic units inside; E is measured from the electron rest energy.
Radial functions: P = r*psi_L, F = r*phi, Q = small component times r,
with Q = (F' + kappa F/r)/(2c). Z is a point nuclear charge.
kappa = -1, 1, -2 labels s1/2, p1/2, p3/2.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gamma, gammaincc

C = 1.0 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
Z = 50.0


def integrate(function, upper):
    return quad(function, 0.0, upper, epsabs=0.0, epsrel=1e-9, limit=400)[0]


# ---- operator identities for arbitrary two-component functions and V ----
def check_operator_algebra():
    xyz = sp.symbols("x y z", real=True)
    c, energy = sp.symbols("c E", positive=True)
    pot = sp.Function("V")(*xyz)
    large = sp.Matrix([sp.Function("a")(*xyz), sp.Function("b")(*xyz)])
    phi = sp.Matrix([sp.Function("f")(*xyz), sp.Function("g")(*xyz)])
    pauli = [sp.Matrix([[0, 1], [1, 0]]),
             sp.Matrix([[0, -sp.I], [sp.I, 0]]),
             sp.Matrix([[1, 0], [0, -1]])]

    def mom(spinor, k):
        return -sp.I * spinor.diff(xyz[k])

    def sigma_p(spinor):
        total = sp.zeros(2, 1)
        for k in range(3):
            total += pauli[k] * mom(spinor, k)
        return total

    def kinetic(spinor):
        total = sp.zeros(2, 1)
        for k in range(3):
            total -= spinor.diff(xyz[k], 2) / 2
        return total

    w_phi = sp.zeros(2, 1)
    for k in range(3):
        w_phi += mom(pot * mom(phi, k), k)
        i, j = (k + 1) % 3, (k + 2) % 3
        w_phi += pauli[k] * (pot.diff(xyz[i]) * mom(phi, j)
                             - pot.diff(xyz[j]) * mom(phi, i))
    small = sigma_p(phi) / (2 * c)
    dirac_1 = pot * large + c * sigma_p(small) - energy * large
    dirac_2 = c * sigma_p(large) + (pot - 2 * c**2 - energy) * small
    new_1 = pot * large + kinetic(phi) - energy * large
    new_2 = (kinetic(large) + w_phi / (4 * c**2) - kinetic(phi)
             - energy * kinetic(phi) / (2 * c**2))
    for difference in (dirac_1 - new_1, sigma_p(dirac_2) / (2 * c) - new_2):
        for entry in difference:
            assert sp.expand(entry.doit()) == 0


check_operator_algebra()


# ---- closed 1s pseudo-large function inserted in both modified rows ----
def check_closed_1s():
    mp.mp.dps = 40
    z, c = mp.mpf(Z), mp.mpf(C)
    g = mp.sqrt(1 - (z / c)**2)
    energy = c**2 * (g - 1)

    def pot(r):
        return -z / r

    def big(r):
        return r**g * mp.exp(-z * r)

    def pseudo(r):
        return 2 / (1 + g) * z**(1 - g) * r * mp.gammainc(g, z * r)

    def v_sigma_p(r):
        return pot(r) * (mp.diff(pseudo, r) - pseudo(r) / r)

    worst = mp.mpf(0)
    for r in (mp.mpf("0.004"), mp.mpf("0.02"), mp.mpf("0.07")):
        t_big = -mp.diff(big, r, 2) / 2
        t_pseudo = -mp.diff(pseudo, r, 2) / 2
        w_pseudo = -mp.diff(v_sigma_p, r) - v_sigma_p(r) / r
        row_1 = pot(r) * big(r) + t_pseudo - energy * big(r)
        row_2 = (t_big + w_pseudo / (4 * c**2) - t_pseudo
                 - energy * t_pseudo / (2 * c**2))
        scale = abs(energy * big(r))
        worst = max(worst, abs(row_1) / scale, abs(row_2) / scale)
    assert worst < mp.mpf("1e-12")
    return float(worst)


residual_1s = check_closed_1s()

# ---- Gaussian radial basis r^(l+1) exp(-a r^2) ----
EXPONENTS = Z**2 * 1e-4 * 2.5**np.arange(26)
NBAS = len(EXPONENTS)
A_SUM = EXPONENTS[:, None] + EXPONENTS[None, :]
A_PROD = EXPONENTS[:, None] * EXPONENTS[None, :]


def moment(n):
    return gamma((n + 1) / 2) / (2 * A_SUM**((n + 1) / 2))


def derivative_product(l, m, weight):
    """Integral of r^weight times two factors (m r^l - 2a r^(l+2)) exp."""
    out = 4 * A_PROD * moment(2 * l + 4 + weight)
    if m != 0:
        out = out + m * m * moment(2 * l + weight)
        out = out - 2 * m * A_SUM * moment(2 * l + 2 + weight)
    return out


def radial_matrices(kappa):
    l = kappa if kappa > 0 else -kappa - 1
    m = l + 1 + kappa
    overlap = moment(2 * l + 2)
    potential = -Z * moment(2 * l + 1)
    kinetic = derivative_product(l, m, 0) / 2
    w_matrix = -Z * derivative_product(l, m, -1)
    return overlap, potential, kinetic, w_matrix


def solve_modified(overlap, potential, kinetic, w_matrix, c):
    zero = np.zeros_like(overlap)
    ham = np.block([[potential, kinetic],
                    [kinetic, w_matrix / (4 * c**2) - kinetic]])
    metric = np.block([[overlap, zero], [zero, kinetic / (2 * c**2)]])
    scale = 1 / np.sqrt(np.diag(metric))
    both = np.outer(scale, scale)
    values, vectors = eigh(ham * both, metric * both)
    return values, vectors * scale[:, None]


def dirac_energy(n, kappa):
    g = np.sqrt(kappa**2 - (Z / C)**2)
    return C**2 * (1 / np.sqrt(1 + (Z / C / (n - abs(kappa) + g))**2) - 1)


states = {"1s1/2": (1, -1), "2p1/2": (2, 1), "2p3/2": (2, -2)}
computed, closed, mats = {}, {}, {}
for name, (n, kappa) in states.items():
    mats[name] = radial_matrices(kappa)
    values, vectors = solve_modified(*mats[name], C)
    assert np.sum(values < -2 * C**2) == NBAS
    computed[name] = values[NBAS]
    closed[name] = dirac_energy(n, kappa)
    assert abs(computed[name] / closed[name] - 1) < 5e-6
    if name == "1s1/2":
        vector_1s = vectors[:, NBAS]

# ---- 1s energy resolved into the blocks, against closed expectation values
s_m, v_m, t_m, w_m = mats["1s1/2"]
up, low = vector_1s[:NBAS], vector_1s[NBAS:]
gam = np.sqrt(1 - (Z / C)**2)
upper_norm = up @ s_m @ up
lower_norm = low @ t_m @ low / (2 * C**2)
part_v = up @ v_m @ up
part_cross = 2 * up @ t_m @ low
part_w = low @ w_m @ low / (4 * C**2)
part_t = -low @ t_m @ low
v_upper_closed = -Z**2 * (1 + gam) / (2 * gam)
pairs = [(part_v, v_upper_closed),
         (part_w, -Z**2 * (1 - gam) / (2 * gam)),
         (part_t, -C**2 * (1 - gam)),
         (part_cross, 2 * (closed["1s1/2"] * (1 + gam) / 2
                           - v_upper_closed)),
         (lower_norm, (1 - gam) / 2)]
for value, reference in pairs:
    assert abs(value / reference - 1) < 1e-3

# ---- spin separation of W for p functions and the spin-free 2p energy ----
s_p, v_p, t_p, w_half = mats["2p1/2"]
t_three, w_three = mats["2p3/2"][2:]
w_free = -Z * (derivative_product(1, 1, -1) + 2 * moment(1))
norm_w = np.sqrt(np.outer(np.diag(-w_free), np.diag(-w_free)))
norm_t = np.sqrt(np.outer(np.diag(t_p), np.diag(t_p)))
assert np.max(np.abs(t_p - t_three) / norm_t) < 1e-11
for kappa, w_kappa in ((1, w_half), (-2, w_three)):
    spin_part = -(kappa + 1) * Z * moment(1)
    assert np.max(np.abs(w_kappa - w_free - spin_part) / norm_w) < 1e-11
spin_free = solve_modified(s_p, v_p, t_p, w_free, C)[0][NBAS]
assert computed["2p1/2"] < spin_free < computed["2p3/2"]

# ---- nonrelativistic limit of energy and of phi - psi_L ----
root = 1 / np.sqrt(np.diag(s_m))
both = np.outer(root, root)
schroedinger = eigh((t_m + v_m) * both, s_m * both, eigvals_only=True)[0]
assert abs(schroedinger / (-Z**2 / 2) - 1) < 5e-6
shift_5 = solve_modified(*mats["1s1/2"], 5 * C)[0][NBAS] - schroedinger
shift_10 = solve_modified(*mats["1s1/2"], 10 * C)[0][NBAS] - schroedinger
energy_ratio = shift_5 / shift_10
assert abs(energy_ratio / 4 - 1) < 0.03


def relative_gap(c):
    g = np.sqrt(1 - (Z / c)**2)

    def big(x):
        return x**g * np.exp(-x)

    def pseudo(x):
        return 2 / (1 + g) * x * gammaincc(g, x) * gamma(g)

    top = integrate(lambda x: (pseudo(x) - big(x))**2, 40.0)
    return np.sqrt(top / integrate(lambda x: big(x)**2, 40.0))


gap_real = relative_gap(C)
gap_ratio = relative_gap(10 * C) / relative_gap(20 * C)
assert abs(gap_ratio / 4 - 1) < 0.02

# ---- normalized 1s functions and the metric as small-component norm ----
q_over_p = -Z / (C * (1 + gam))
norm_1s = 1 / np.sqrt((1 + q_over_p**2) * gamma(2 * gam + 1)
                      / (2 * Z)**(2 * gam + 1))


def big_1s(r):
    return norm_1s * r**gam * np.exp(-Z * r)


def pseudo_1s(r):
    return (norm_1s * 2 / (1 + gam) * Z**(1 - gam) * r
            * gammaincc(gam, Z * r) * gamma(gam))


small_norm = integrate(lambda r: (q_over_p * big_1s(r))**2, 40 / Z)
metric_norm = integrate(lambda r: pseudo_1s(r) * (closed["1s1/2"] + Z / r)
                        * big_1s(r), 40 / Z) / (2 * C**2)
assert abs(metric_norm / small_norm - 1) < 1e-6

# ---- 2p1/2: closed Dirac functions and the algebraic tail of phi ----
e_p = closed["2p1/2"]
decay = np.sqrt(-e_p * (2 + e_p / C**2))
p0 = 1.0
q0 = Z / (C * (1 - gam))
p1 = (e_p * p0 - C * decay * q0) / (-Z - gam * e_p / decay)
q1 = e_p * p1 / (C * decay)


def big_raw(r):
    return r**gam * np.exp(-decay * r) * (p0 + p1 * r)


def small_raw(r):
    return r**gam * np.exp(-decay * r) * (q0 + q1 * r)


for r in (0.01, 0.05, 0.1):
    h = 1e-5 * r
    slope = (big_raw(r + h) - big_raw(r - h)) / (2 * h)
    first = C * (slope + big_raw(r) / r)
    second = (-Z / r - 2 * C**2 - e_p) * small_raw(r)
    assert abs(first + second) < 1e-6 * (abs(C * slope) + abs(second))
R_END = 80 / Z
norm_2p = 1 / np.sqrt(integrate(
    lambda r: big_raw(r)**2 + small_raw(r)**2, R_END))
tail = 2 * C * norm_2p * integrate(lambda r: r * small_raw(r), R_END)
tail_poisson = 2 / 3 * norm_2p * integrate(
    lambda r: r**2 * (e_p + Z / r) * big_raw(r), R_END)
assert abs(tail) > 1e-5
assert abs(tail / tail_poisson - 1) < 1e-6


def pseudo_2p(r):
    return 2 * C * norm_2p / r * integrate(lambda s: s * small_raw(s), r)


# ---- printed numbers ----
print(f"nuclear charge Z = {Z:.0f}; basis functions per component = {NBAS}")
print(f"speed of light c = {C:.6f} atomic units")
print(f"gamma for |kappa|=1 = {gam:.6f}")
print(f"largest relative residual of closed 1s rows = {residual_1s:.1e}")
for name in states:
    print(f"{name} modified Dirac energy = {computed[name] * EV:.3f} eV")
    print(f"{name} closed Dirac energy   = {closed[name] * EV:.3f} eV")
print(f"1s1/2 modified Dirac energy = {computed['1s1/2']:.5f} hartree")
print(f"1s Schroedinger energy = {schroedinger * EV:.3f} eV")
print(f"1s relativistic shift = "
      f"{(computed['1s1/2'] - schroedinger) * EV:.3f} eV")
print(f"2p spin-free energy = {spin_free * EV:.3f} eV")
print(f"2p3/2 - 2p1/2 splitting = "
      f"{(computed['2p3/2'] - computed['2p1/2']) * EV:.3f} eV")
print(f"threshold -2c^2 = {-2 * C**2 * EV:.1f} eV")
print(f"roots below / above threshold = {NBAS} / {NBAS} (each kappa)")
print(f"1s part <psi_L|V|psi_L> = {part_v * EV:.1f} eV")
print(f"1s part 2<psi_L|T|phi>  = {part_cross * EV:.1f} eV")
print(f"1s part <phi|W|phi>/4c^2 = {part_w * EV:.1f} eV")
print(f"1s part -<phi|T|phi>    = {part_t * EV:.1f} eV")
print(f"1s sum of four parts = "
      f"{(part_v + part_cross + part_w + part_t) * EV:.1f} eV")
print(f"1s upper norm = {upper_norm:.6f}, lower norm = {lower_norm:.6f}")
print(f"1s relative distance |phi-psi_L|/|psi_L| = {gap_real:.5f}")
print(f"energy shift ratio, 5c to 10c = {energy_ratio:.4f}")
print(f"phi-psi_L distance ratio, 10c to 20c = {gap_ratio:.4f}")
print(f"1s far limit of phi/psi_L, 2/(1+gamma) = {2 / (1 + gam):.5f}")
for r_ang in (1e-6, 1e-4, 1e-2, 5e-2):
    r = r_ang / ANG
    print(f"1s r = {r_ang:.0e} angstrom: phi/psi_L = "
          f"{pseudo_1s(r) / big_1s(r):.5f}")
print(f"2p1/2 tail constant of r*F = {tail * np.sqrt(ANG):.4e} angstrom^0.5")
for r_ang in (0.02, 0.05, 0.1, 0.2, 0.3):
    r = r_ang / ANG
    unit = 1 / np.sqrt(ANG)
    print(f"2p1/2 r = {r_ang:.2f} angstrom: P = "
          f"{norm_2p * big_raw(r) * unit:.4e}, F = "
          f"{pseudo_2p(r) * unit:.4e} angstrom^-0.5")
print("every check passed")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 166, in <module>
    assert abs(computed[name] / closed[name] - 1) < 5e-6
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The closed 1s functions satisfied both modified rows before the stop, so I put the failure down to the Gaussian basis: its exponents were spaced too widely (ratio 2.5) and ended too soon for the singular functions at a point nucleus. The traceback does not say which state failed or which of the two defects dominated, so the new program prints the errors of the old basis, of each single repair and of the new basis. The new basis has ratio 2.0, 42 functions and much larger exponents, and the 5e-6 tolerance is unchanged. Each tested bound energy is now evaluated as a Rayleigh quotient to limit rounding error, and the Schroedinger comparison uses only the 30 most diffuse functions, because the largest exponents would spoil its conditioning and its regular 1s function does not need them.

The change:

```diff
@@ -110,43 +110,56 @@
 residual_1s = check_closed_1s()
 
+
 # ---- Gaussian radial basis r^(l+1) exp(-a r^2) ----
-EXPONENTS = Z**2 * 1e-4 * 2.5**np.arange(26)
-NBAS = len(EXPONENTS)
-A_SUM = EXPONENTS[:, None] + EXPONENTS[None, :]
-A_PROD = EXPONENTS[:, None] * EXPONENTS[None, :]
-
-
-def moment(n):
-    return gamma((n + 1) / 2) / (2 * A_SUM**((n + 1) / 2))
-
-
-def derivative_product(l, m, weight):
+def even_tempered(ratio, count):
+    return Z**2 * 1e-4 * ratio**np.arange(count)
+
+
+NBAS = 42
+EXPONENTS = even_tempered(2.0, NBAS)
+
+
+def moment(n, a=EXPONENTS):
+    return gamma((n + 1) / 2) / (2 * np.add.outer(a, a)**((n + 1) / 2))
+
+
+def derivative_product(l, m, weight, a=EXPONENTS):
     """Integral of r^weight times two factors (m r^l - 2a r^(l+2)) exp."""
-    out = 4 * A_PROD * moment(2 * l + 4 + weight)
+    out = 4 * np.outer(a, a) * moment(2 * l + 4 + weight, a)
     if m != 0:
-        out = out + m * m * moment(2 * l + weight)
-        out = out - 2 * m * A_SUM * moment(2 * l + 2 + weight)
+        out = out + m * m * moment(2 * l + weight, a)
+        out = out - (2 * m * np.add.outer(a, a)
+                     * moment(2 * l + 2 + weight, a))
     return out
 
 
-def radial_matrices(kappa):
+def radial_matrices(kappa, a=EXPONENTS):
     l = kappa if kappa > 0 else -kappa - 1
     m = l + 1 + kappa
-    overlap = moment(2 * l + 2)
-    potential = -Z * moment(2 * l + 1)
-    kinetic = derivative_product(l, m, 0) / 2
-    w_matrix = -Z * derivative_product(l, m, -1)
+    overlap = moment(2 * l + 2, a)
+    potential = -Z * moment(2 * l + 1, a)
+    kinetic = derivative_product(l, m, 0, a) / 2
+    w_matrix = -Z * derivative_product(l, m, -1, a)
     return overlap, potential, kinetic, w_matrix
 
 
+def scaled_eigh(ham, metric, index):
+    """All roots; the root at index is refined by its Rayleigh quotient."""
+    scale = 1 / np.sqrt(np.diag(metric))
+    both = np.outer(scale, scale)
+    values, vectors = eigh(ham * both, metric * both)
+    vector = vectors[:, index] * scale
+    norm = vector @ metric @ vector
+    refined = (vector @ ham @ vector) / norm
+    return refined, vector / np.sqrt(norm), values
+
+
 def solve_modified(overlap, potential, kinetic, w_matrix, c):
+    """Lowest state above the negative-energy branch, and all roots."""
     zero = np.zeros_like(overlap)
     ham = np.block([[potential, kinetic],
                     [kinetic, w_matrix / (4 * c**2) - kinetic]])
     metric = np.block([[overlap, zero], [zero, kinetic / (2 * c**2)]])
-    scale = 1 / np.sqrt(np.diag(metric))
-    both = np.outer(scale, scale)
-    values, vectors = eigh(ham * both, metric * both)
-    return values, vectors * scale[:, None]
+    return scaled_eigh(ham, metric, len(overlap))
 
 
@@ -157,14 +170,22 @@
 
 states = {"1s1/2": (1, -1), "2p1/2": (2, 1), "2p3/2": (2, -2)}
+
+# relative energy errors for several spacings and largest exponents
+convergence = []
+for ratio, count in ((2.5, 26), (2.5, 32), (2.0, 34), (2.0, NBAS)):
+    trial = even_tempered(ratio, count)
+    errors = [solve_modified(*radial_matrices(k, trial), C)[0]
+              / dirac_energy(n, k) - 1 for n, k in states.values()]
+    convergence.append((ratio, count, trial[-1] / Z**2, errors))
+
 computed, closed, mats = {}, {}, {}
 for name, (n, kappa) in states.items():
     mats[name] = radial_matrices(kappa)
-    values, vectors = solve_modified(*mats[name], C)
+    computed[name], vector, values = solve_modified(*mats[name], C)
     assert np.sum(values < -2 * C**2) == NBAS
-    computed[name] = values[NBAS]
     closed[name] = dirac_energy(n, kappa)
-    assert abs(computed[name] / closed[name] - 1) < 5e-6
+    assert abs(computed[name] / closed[name] - 1) < 5e-6, name
     if name == "1s1/2":
-        vector_1s = vectors[:, NBAS]
+        vector_1s = vector
 
 # ---- 1s energy resolved into the blocks, against closed expectation values
@@ -198,14 +219,15 @@
     spin_part = -(kappa + 1) * Z * moment(1)
     assert np.max(np.abs(w_kappa - w_free - spin_part) / norm_w) < 1e-11
-spin_free = solve_modified(s_p, v_p, t_p, w_free, C)[0][NBAS]
+spin_free = solve_modified(s_p, v_p, t_p, w_free, C)[0]
 assert computed["2p1/2"] < spin_free < computed["2p3/2"]
 
 # ---- nonrelativistic limit of energy and of phi - psi_L ----
-root = 1 / np.sqrt(np.diag(s_m))
-both = np.outer(root, root)
-schroedinger = eigh((t_m + v_m) * both, s_m * both, eigvals_only=True)[0]
+# The Schroedinger 1s function is regular at the nucleus; the 30 most
+# diffuse functions suffice and keep the kinetic matrix well conditioned.
+part = slice(0, 30)
+schroedinger = scaled_eigh((t_m + v_m)[part, part], s_m[part, part], 0)[0]
 assert abs(schroedinger / (-Z**2 / 2) - 1) < 5e-6
-shift_5 = solve_modified(*mats["1s1/2"], 5 * C)[0][NBAS] - schroedinger
-shift_10 = solve_modified(*mats["1s1/2"], 10 * C)[0][NBAS] - schroedinger
+shift_5 = solve_modified(*mats["1s1/2"], 5 * C)[0] - schroedinger
+shift_10 = solve_modified(*mats["1s1/2"], 10 * C)[0] - schroedinger
 energy_ratio = shift_5 / shift_10
 assert abs(energy_ratio / 4 - 1) < 0.03
@@ -291,4 +313,9 @@
 print(f"gamma for |kappa|=1 = {gam:.6f}")
 print(f"largest relative residual of closed 1s rows = {residual_1s:.1e}")
+print("relative energy errors for 1s1/2, 2p1/2, 2p3/2 by basis:")
+for ratio, count, top, errors in convergence:
+    listed = ", ".join(f"{error:.1e}" for error in errors)
+    print(f"ratio {ratio}, {count} functions, "
+          f"largest exponent/Z^2 {top:.1e}: {listed}")
 for name in states:
     print(f"{name} modified Dirac energy = {computed[name] * EV:.3f} eV")
```

Output now:

```
nuclear charge Z = 50; basis functions per component = 42
speed of light c = 137.035999 atomic units
gamma for |kappa|=1 = 0.931059
largest relative residual of closed 1s rows = 4.8e-41
relative energy errors for 1s1/2, 2p1/2, 2p3/2 by basis:
ratio 2.5, 26 functions, largest exponent/Z^2 8.9e+05: -1.3e-06, -2.0e-05, -2.1e-05
ratio 2.5, 32 functions, largest exponent/Z^2 2.2e+08: -1.3e-06, -2.0e-05, -2.1e-05
ratio 2.0, 34 functions, largest exponent/Z^2 8.6e+05: -7.0e-08, -5.8e-08, -6.2e-08
ratio 2.0, 42 functions, largest exponent/Z^2 2.2e+08: -3.8e-09, -5.7e-08, -6.2e-08
1s1/2 modified Dirac energy = -35228.572 eV
1s1/2 closed Dirac energy   = -35228.572 eV
2p1/2 modified Dirac energy = -8884.376 eV
2p1/2 closed Dirac energy   = -8884.376 eV
2p3/2 modified Dirac energy = -8575.514 eV
2p3/2 closed Dirac energy   = -8575.515 eV
1s1/2 modified Dirac energy = -1294.62614 hartree
1s Schroedinger energy = -34014.233 eV
1s relativistic shift = -1214.339 eV
2p spin-free energy = -8674.516 eV
2p3/2 - 2p1/2 splitting = 308.861 eV
threshold -2c^2 = -1021997.9 eV
roots below / above threshold = 42 / 42 (each kappa)
1s part <psi_L|V|psi_L> = -70547.1 eV
1s part 2<psi_L|T|phi>  = 73065.7 eV
1s part <phi|W|phi>/4c^2 = -2518.6 eV
1s part -<phi|T|phi>    = -35228.6 eV
1s sum of four parts = -35228.6 eV
1s upper norm = 0.965530, lower norm = 0.034470
1s relative distance |phi-psi_L|/|psi_L| = 0.01848
energy shift ratio, 5c to 10c = 4.0080
phi-psi_L distance ratio, 10c to 20c = 4.0017
1s far limit of phi/psi_L, 2/(1+gamma) = 1.03570
1s r = 1e-06 angstrom: phi/psi_L = 0.57118
1s r = 1e-04 angstrom: phi/psi_L = 0.78157
1s r = 1e-02 angstrom: phi/psi_L = 0.99283
1s r = 5e-02 angstrom: phi/psi_L = 1.02306
2p1/2 tail constant of r*F = -5.6207e-03 angstrom^0.5
2p1/2 r = 0.02 angstrom: P = 3.0630e+00, F = 2.9100e+00 angstrom^-0.5
2p1/2 r = 0.05 angstrom: P = 4.1183e+00, F = 4.0168e+00 angstrom^-0.5
2p1/2 r = 0.10 angstrom: P = 1.4042e+00, F = 1.3527e+00 angstrom^-0.5
2p1/2 r = 0.20 angstrom: P = 4.3488e-02, F = 1.5628e-02 angstrom^-0.5
2p1/2 r = 0.30 angstrom: P = 7.7552e-04, F = -1.7955e-02 angstrom^-0.5
every check passed
```
